\section*{Metal–Carbon Bond Polarity from Two Orthogonal Orbitals}

\section{Definitions and conventions}

A metal–carbon single bond is described by two orbitals: a metal hybrid $M$ pointing at the carbon atom, and a carbon hybrid $C$ pointing back. Both are real, normalized and orthogonal:
\begin{equation}
\langle M|M\rangle=\langle C|C\rangle=1,\qquad \langle M|C\rangle=0 .
\end{equation}
Each electron moves in an effective one-electron operator $F$, with matrix elements
\begin{equation}
\langle M|F|M\rangle=\varepsilon_M,\qquad \langle C|F|C\rangle=\varepsilon_C,\qquad \langle M|F|C\rangle=-t,\quad t>0 .
\end{equation}
The sign of the coupling is a choice of phase: if it comes out positive, replacing $M$ by $-M$ makes it negative and leaves every population unchanged. The energy gap and two abbreviations are
\begin{equation}
\Delta=\varepsilon_M-\varepsilon_C,\qquad W=\sqrt{\Delta^2+4t^2},\qquad x=\frac{\Delta}{2t}.
\end{equation}
A positive $\Delta$ means that the carbon hybrid lies lower.

Two electrons of opposite spin occupy one orbital
\begin{equation}
\psi=c_M M+c_C C .
\end{equation}
Its norm is $c_M^2+c_C^2+2c_Mc_C\langle M|C\rangle$. The last term vanishes by orthogonality, so
\begin{equation}
c_M^2+c_C^2=1. \label{norm}
\end{equation}
The populations are therefore $n_M=2c_M^2$ and $n_C=2c_C^2$, with no overlap population left to divide. The polarity and the bond order are defined by
\begin{equation}
p=\frac{n_C-n_M}{2}=c_C^2-c_M^2,\qquad b=2c_Mc_C .
\end{equation}
Since $n_M+n_C=2$, it follows that $n_C=1+p$ and $n_M=1-p$. If the reference is one electron in each orbital, the bond gives the metal a charge $+pe$ and the carbon $-pe$, where $e$ is the elementary charge. These charges belong to the chosen orbitals. They are not observables, and $p$ alone does not fix a dipole moment, which also depends on the shapes of the orbitals.

The result to be derived is
\begin{equation}
p=\frac{\Delta}{\sqrt{\Delta^2+4t^2}}=\frac{x}{\sqrt{1+x^2}} . \label{result}
\end{equation}

\section{First derivation: the eigenvalue problem}

Let $\psi$ satisfy $F\psi=E\psi$ within the space of the two orbitals. Taking the scalar product with $M$ and then with $C$ gives
\begin{align}
(\varepsilon_M-E)c_M-t\,c_C&=0, \label{row1}\\
-t\,c_M+(\varepsilon_C-E)c_C&=0 .
\end{align}
A solution other than $c_M=c_C=0$ requires a vanishing determinant:
\begin{equation}
(\varepsilon_M-E)(\varepsilon_C-E)-t^2=0 .
\end{equation}
Write $\bar\varepsilon=(\varepsilon_M+\varepsilon_C)/2$, so that $\varepsilon_M=\bar\varepsilon+\Delta/2$ and $\varepsilon_C=\bar\varepsilon-\Delta/2$. The product is then a difference of squares,
\begin{equation}
(\bar\varepsilon-E)^2-\frac{\Delta^2}{4}-t^2=0
\quad\Longrightarrow\quad
E_\pm=\bar\varepsilon\pm\frac{W}{2}.
\end{equation}
The two electrons occupy the lower level $E_-$. For this level
\begin{equation}
\varepsilon_M-E_-=\frac{\Delta}{2}+\frac{W}{2},
\end{equation}
and Eq.~\eqref{row1} gives the ratio of coefficients
\begin{equation}
\frac{c_M}{c_C}=\frac{t}{\varepsilon_M-E_-}=\frac{2t}{W+\Delta}.
\end{equation}
The ratio is positive, so the orbitals combine in phase. To square it, use $4t^2=W^2-\Delta^2=(W-\Delta)(W+\Delta)$:
\begin{equation}
\frac{c_M^2}{c_C^2}=\frac{(W-\Delta)(W+\Delta)}{(W+\Delta)^2}=\frac{W-\Delta}{W+\Delta}.
\end{equation}
Normalization, Eq.~\eqref{norm}, now yields
\begin{align}
c_C^2&=\frac{1}{1+c_M^2/c_C^2}=\frac{W+\Delta}{(W+\Delta)+(W-\Delta)}=\frac12\left(1+\frac{\Delta}{W}\right),\\
c_M^2&=1-c_C^2=\frac12\left(1-\frac{\Delta}{W}\right).
\end{align}
Their difference is $p=\Delta/W$, which is Eq.~\eqref{result}. Their product gives the bond order,
\begin{equation}
b=2\sqrt{c_M^2c_C^2}=\sqrt{1-\frac{\Delta^2}{W^2}}=\frac{2t}{W},
\qquad p^2+b^2=1 .
\end{equation}

The upper level must be orthogonal to the lower one, so its coefficients are $(c_C,-c_M)$ in the order metal, carbon. Its weights are interchanged and its polarity is $-p$. With one electron in each level the two contributions cancel and the populations are equal. Polarity in this model therefore requires unequal occupation of the two levels as well as a gap.

\section{Second derivation: minimum energy at given polarity}

The same result follows without an eigenvalue equation. Treat the polarity as a variable and ask which value gives the lowest energy. From $c_C^2+c_M^2=1$ and $c_C^2-c_M^2=p$,
\begin{equation}
c_C^2=\frac{1+p}{2},\qquad c_M^2=\frac{1-p}{2},\qquad b=2c_Mc_C=\sqrt{1-p^2}. \label{bp}
\end{equation}
The positive root is taken because, with coupling $-t$, the in-phase combination has the lower energy. The energy of two electrons in $\psi$, with $F$ held fixed, is
\begin{align}
\mathcal E(p)&=2\left(c_M^2\varepsilon_M+c_C^2\varepsilon_C-2t\,c_Mc_C\right)\nonumber\\
&=(1-p)\varepsilon_M+(1+p)\varepsilon_C-2t\sqrt{1-p^2}\nonumber\\
&=\varepsilon_M+\varepsilon_C-p\,\Delta-2t\sqrt{1-p^2}. \label{energy}
\end{align}
The two terms compete. The term $-p\Delta$ favours moving charge to the lower orbital. The term $-2t\sqrt{1-p^2}$ favours equal sharing, for which the bond order is largest.

Differentiation gives
\begin{equation}
\frac{d\mathcal E}{dp}=-\Delta+\frac{2t\,p}{\sqrt{1-p^2}},\qquad
\frac{d^2\mathcal E}{dp^2}=\frac{2t}{(1-p^2)^{3/2}}>0 .
\end{equation}
The curve is convex for $-1<p<1$, so its stationary point is the minimum. Setting the slope to zero,
\begin{equation}
\frac{p}{\sqrt{1-p^2}}=\frac{\Delta}{2t}=x . \label{balance}
\end{equation}
Squaring gives $p^2=x^2(1-p^2)$, hence $p^2=x^2/(1+x^2)$. By Eq.~\eqref{balance} $p$ has the sign of $x$, so $p=x/\sqrt{1+x^2}$, which is again Eq.~\eqref{result}. Inserting $p=\Delta/W$ and $\sqrt{1-p^2}=2t/W$ in Eq.~\eqref{energy} gives
\begin{equation}
\mathcal E_{\min}=\varepsilon_M+\varepsilon_C-\frac{\Delta^2+4t^2}{W}=\varepsilon_M+\varepsilon_C-W=2E_- ,
\end{equation}
in agreement with the first derivation.

\section{What each derivation assumes}

Both derivations assume two orthogonal orbitals and one doubly occupied orbital built from them. They differ in what they need from $F$ and in what they deliver.

The first needs $\psi$ to be an eigenfunction of a given $F$. In return it supplies both levels, and so covers other occupations. The second needs a minimum and yields the occupied orbital alone, but it shows the competition that sets the polarity. It also extends to a mean-field energy in which $F$ depends on the electron distribution. In Hartree–Fock theory the energy is
\begin{equation}
E[D]=\mathrm{Tr}(hD)+\tfrac12\mathrm{Tr}(D\,G[D]),
\end{equation}
where $D$ is the density matrix, $h$ the one-electron part and $G[D]$ the repulsion and exchange field, which is linear in $D$. Because $\mathrm{Tr}(D\,G[\delta D])=\mathrm{Tr}(\delta D\,G[D])$, the factor $\tfrac12$ is cancelled in a small variation:
\begin{equation}
\delta E=\mathrm{Tr}\big((h+G[D])\,\delta D\big)=\mathrm{Tr}(F\,\delta D).
\end{equation}
For the pair, $D_{MM}=1-p$, $D_{CC}=1+p$ and $D_{MC}=b$. Therefore
\begin{equation}
\delta E=-\Delta\,\delta p-2t\,\delta b,\qquad \delta b=-\frac{p}{\sqrt{1-p^2}}\,\delta p ,
\end{equation}
and $\delta E=0$ reproduces Eq.~\eqref{balance}. The formula survives, provided $\Delta$ and $t$ are the self-consistent values. Levels of free atoms are not a substitute for them. The sum $2E_-$ is then no longer the pair's total energy, because it counts the repulsion within the pair twice.

\section{Dependence on gap and coupling}

From $W^2=\Delta^2+4t^2$ one has $\partial W/\partial\Delta=\Delta/W$ and $\partial W/\partial t=4t/W$. Thus
\begin{align}
\frac{\partial p}{\partial\Delta}&=\frac1W-\frac{\Delta^2}{W^3}=\frac{4t^2}{W^3}>0,\\
\frac{\partial p}{\partial t}&=-\frac{\Delta}{W^2}\,\frac{4t}{W}=-\frac{4\Delta t}{W^3}.
\end{align}
For $\Delta>0$, a larger gap at fixed coupling increases the polarity, and a larger coupling at fixed gap reduces it. If both change by the same factor, $x$ and $p$ stay the same.

For a small gap, $(1+x^2)^{-1/2}\approx1-x^2/2$ gives
\begin{equation}
p\approx x-\frac{x^3}{2}\qquad(|x|\ll1). \label{small}
\end{equation}
The polarity is linear in the gap, while the bond order $b\approx1-x^2/2$ falls only in second order. For a large positive gap,
\begin{equation}
p=\left(1+\frac1{x^2}\right)^{-1/2}\approx1-\frac{1}{2x^2}\qquad(x\gg1),
\end{equation}
and both electrons approach the carbon hybrid. Between the limits, $x=1$ gives $p=b=0.707$.

The formula fails when the bond is broken. As $t\to0$ at fixed $\Delta>0$ it gives $p\to1$, an ion pair, however small $\Delta$ may be. This limit comes from holding the gap fixed. In a mean-field treatment the repulsion changes $\Delta$ as charge moves, and $p$ need not approach 1. A second fault remains even with a self-consistent gap: the double occupation of one orbital. The product $\psi(1)\psi(2)$ contains three kinds of arrangement, with weights
\begin{equation}
P_{CC}=c_C^4=\frac{(1+p)^2}{4},\quad P_{MM}=c_M^4=\frac{(1-p)^2}{4},\quad P_{MC}=2c_M^2c_C^2=\frac{1-p^2}{2}.
\end{equation}
Even for $p=0$, half of the weight has both electrons in the same orbital. Repulsion cannot lower this share, since $p$ fixes all three weights. A separated bond needs a wave function whose weights are not fixed by $p$.

\section{The Be–C bond of dimethylberyllium}

\subsection{Orbitals and parameters}

The example is one isolated, linear, staggered molecule $\mathrm{Be(CH_3)_2}$, treated by restricted Hartree–Fock in the def2-SVP basis. The chosen geometry has Be–C $=1.70$~\AA, C–H $=1.09$~\AA\ and a Be–C–H angle of $112^\circ$. A parabola through the energies at 1.60, 1.70 and 1.80~\AA, with the C–H length and the angle fixed, has its minimum at 1.71~\AA.

Atom-centred valence orbitals that span the occupied valence space are constructed from the minimal STO-3G set and orthogonalized symmetrically. Another minimal set gives other orbitals, and with them other values of $\Delta$, $t$ and $p$. The change can be large: a minimal set cut from atomic natural orbitals (two s and one p shell on Be and C, one s on H) gives $\Delta=8.1$~eV, $t=14.4$~eV, $p=0.27$ and a beryllium charge of $0.39\,e$, against $p=0.18$ and $0.18\,e$ found below with STO-3G. The metal orbital is the sp hybrid $M=(s+p_z)/\sqrt2$ of beryllium. The carbon orbital is the normalized carbon part of the density-matrix row belonging to $M$. Their Fock matrix elements are
\begin{equation}
\varepsilon_M=4.14~\mathrm{eV},\qquad \varepsilon_C=-1.47~\mathrm{eV},\qquad t=15.44~\mathrm{eV}.
\end{equation}
The diagonal elements are not ionization energies, because neither hybrid is an eigenfunction of $F$. The gap is $\Delta=5.61$~eV, and
\begin{align}
W&=\sqrt{5.61^2+4(15.44)^2}~\mathrm{eV}=31.4~\mathrm{eV},\\
x&=\frac{5.61}{2\times15.44}=0.182,\qquad p=\frac{5.61}{31.4}=0.179 .
\end{align}
Equation~\eqref{small} gives the same value, $0.182-0.003=0.179$. The populations are $n_M=0.82$ and $n_C=1.18$, and the bond order is 0.98. In this orbital basis the bond is coupling-dominated and weakly polar towards carbon. The digits are not converged in the large basis: def2-TZVP in place of def2-SVP leaves $t$ at 15.44~eV but raises $\Delta$ to 5.92~eV and $p$ to 0.188, a shift of about 5\%.

Halving the gap at fixed coupling lowers $p$ to 0.091, about half. Halving the coupling at fixed gap raises it to 0.342. This is slightly less than double, as the cubic term in Eq.~\eqref{small} requires.

\subsection{Stretching the bond}

In the molecule the two parameters do not change separately. From 1.60 to 1.80~\AA\ the coupling falls from 16.8 to 14.2~eV, which by itself would raise the polarity. The gap falls too, from 6.50 to 4.86~eV. These are decreases of 16\% and 25\% relative to the values at 1.60~\AA. The ratio $x$ therefore decreases, and $p$ drops from 0.190 to 0.169. The trend at fixed gap must not be applied to a real stretch without checking the gap.

\subsection{Effects outside the two-orbital model}

\textit{Other orbitals.} The density of the whole molecule puts 0.819 electrons in $M$ and 1.183 in $C$, so the polarity is 0.182. At this bond length the couplings omitted from the $2\times2$ problem change $p$ by about 2\% in total. Their effect need not be as small at other lengths. The charge of the atom is another matter. Two bonds with $p=0.179$ suggest a beryllium charge of $0.36\,e$, whereas the whole molecule gives $0.18\,e$ in the same orbital scheme. The missing electrons can be located. The two opposite sp hybrids span $s$ and $p_z$ and are equally populated by symmetry, so they hold $2\times0.8187=1.637$ electrons. The beryllium valence shell holds $2-0.175=1.825$. The remaining 0.19 electrons are in $p_x$ and $p_y$, which the bond model leaves empty.

\textit{Overlap.} Before orthogonalization the two hybrids overlap by 0.66, which is far from negligible. Solving the $2\times2$ problem with these hybrids and dividing the overlap population equally (Mulliken's rule) gives a polarity of 0.092, half the orthogonal value. This value is not the Mulliken polarity of the molecule. The non-orthogonal hybrids also overlap and couple with other orbitals, which the $2\times2$ problem omits. Mulliken's rule applied to the density of the whole molecule puts 0.74 electrons in $M$ and 1.26 in $C$, a polarity of 0.26. The two-orbital truncation, good to 2\% for the orthogonal hybrids at this bond length, fails for the non-orthogonal ones.

\textit{Dependence of the gap on charge.} If the pair is shared equally, with the other electrons held fixed, the gap is 4.74~eV instead of 5.61~eV. Charge transfer thus widens the gap here. Let $U_M$ and $U_C$ be the repulsion energies of two electrons in the same hybrid, $J$ that between the hybrids, and $K$ their exchange integral. The population-dependent part of the Fock matrix is
\begin{align}
\varepsilon_M&:\ \tfrac12U_M(1-p)+(J-\tfrac12K)(1+p),\\
\varepsilon_C&:\ \tfrac12U_C(1+p)+(J-\tfrac12K)(1-p),
\end{align}
where the factor $\tfrac12$ before $U$ arises because an electron is repelled by the opposite spin alone in its own orbital. Their difference contains a constant, $\tfrac12(U_M-U_C)$, which does not depend on the polarity. Beyond this constant it contributes
\begin{equation}
p\left[2J-K-\tfrac12(U_M+U_C)\right]
\end{equation}
to the gap. It is positive if the repulsion between the hybrids is strong enough. Here $U_M=13.89$, $U_C=22.08$, $J=11.61$ and $K=0.32$~eV, so the bracket is 4.92~eV and the term is 0.88~eV. The computed widening is 0.87~eV; the remaining $-0.01$~eV comes from terms proportional to the bond order $b$, which are not written above. With the gap for equal sharing and the same $t$, the formula would give $p=0.152$.

\textit{Correlation of the pair.} Giving the three arrangements independent weights, with unscreened repulsion and the other electrons fixed, lowers the energy by 0.24~eV and changes $p$ from 0.179 to 0.173. Double occupation of one orbital is thus a good approximation for the populations at this bond length. Correlation involving the other electrons is left out.

\textit{Temperature.} At 400~K, $kT=0.034$~eV, about one nine-hundredth of $W$. Thermal occupation of the upper level is negligible in this model. $W$ is a splitting of orbital energies and not an excitation energy of the molecule.

\subsection{Relation to the real precursor}

Beryllium alkyls are used as precursors for beryllium oxide films. The 400~K used above is an illustrative temperature, not a process condition. The computed beryllium charge of about $0.2\,e$ belongs to the orbital scheme used here. Another scheme divides the same density differently and can give a very different charge: natural atomic orbitals assign about $+1.5\,e$ to beryllium. The polarity 0.18 should therefore be compared with polarities obtained in the same orbital scheme and from the same minimal set, not with charges from another scheme. The condensed compound breaks a further assumption: its methyl groups bridge two beryllium atoms, so that a bond involves at least three orbitals. The size of that change was not computed, and the numbers here apply to the isolated monomer.

\section*{Numbers as computed}
\begin{verbatim}
Two-orbital model: x = gap/(2t), polarity p, bond order b
  x = 0.0: p = 0.000, b = 1.000
  x = 0.5: p = 0.447, b = 0.894
  x = 1.0: p = 0.707, b = 0.707
  x = 2.0: p = 0.894, b = 0.447
  x = 4.0: p = 0.970, b = 0.243
Dimethylberyllium, RHF/def2-SVP
Be-C length used: 1.70 angstrom
C-H length used: 1.09 angstrom
Be-C-H angle used: 112 degrees
Be-C length at minimum of parabola: 1.708 angstrom
Be hybrid energy: 4.144 eV
C hybrid energy: -1.470 eV
gap: 5.614 eV
coupling t: 15.441 eV
ratio x: 0.1818
orbital splitting W: 31.389 eV
lower, upper orbital energy: -14.358, 17.031 eV
polarity p, two orbitals: 0.1788
bond order b, two orbitals: 0.9839
electrons on Be, C hybrid, two orbitals: 0.8212, 1.1788
p with half the gap: 0.0905
p with half the coupling: 0.3417
Neglected effects
electrons on Be, C hybrid, whole molecule: 0.8187, 1.1834
polarity, whole molecule: 0.1824
Be charge from two model bonds: 0.358 e
Be charge, whole molecule: 0.175 e
hybrid overlap before orthogonalization: 0.661
polarity with overlap (Mulliken): 0.0916
polarity with pair correlation: 0.1734
pair correlation energy: -0.242 eV
gap if electrons were shared equally: 4.741 eV
Be-C 1.60 angstrom: gap 6.503 eV, t 16.828 eV, p 0.1897
Be-C 1.70 angstrom: gap 5.614 eV, t 15.441 eV, p 0.1788
Be-C 1.80 angstrom: gap 4.858 eV, t 14.171 eV, p 0.1690
kT at 400 K: 0.0345 eV
\end{verbatim}
